# A failing check and its repair

Subject: Capacitance transients identify the emitted carrier, not the trap type.

```python
"""Result under test: at fixed bias the high-frequency capacitance of a depleted
silicon layer RISES when traps emit majority carriers and FALLS when they emit
minority carriers, whether the traps are donor-like or acceptor-like.
Diode: dC/C = +-NT (x2^2-x1^2)/(2 N W^2).  MOS: dC/C = +-C^2 Nit/(eps N Cox).
Symbols: N neutral-bulk majority density, NT trap density, W depletion width,
x1..x2 slab in which traps change occupancy, Nit interface traps per area,
C and Cox capacitances per area, eps permittivity of silicon.
carrier_sign = -1 for an n-type host (electrons), +1 for a p-type host (holes).
donor = 1 for a donor-like trap, 0 for an acceptor-like trap; a trap with electron
occupancy f carries the charge q*(donor - f).  SI units inside the program.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q, kB, hbar, m0 = sc.e, sc.k, sc.hbar, sc.m_e
# Chosen inputs: rough typical values for irradiated silicon
T = 220.0
eps = 11.7 * sc.epsilon_0
eps_ox = 3.9 * sc.epsilon_0
shallow_doping = 1e21
trap_density = 1e19
trap_depth = 0.42            # eV from the majority band
sigma = 2e-19                # capture cross-section, m^2
mass_dos, mass_velocity, mass_light = 1.08, 0.26, 0.19
bend_pulse, reverse_bias = 0.9, 5.0
bend_reverse = bend_pulse + reverse_bias
area, frequency, series_R = 1e-6, 1e6, 50.0
t_ox, gate_drive, N_it = 50e-9, 3.0, 1e14
gap, dopant_depth, breakdown_field = 1.14, 0.045, 3e7

VT = kB * T / q
Nc = 2 * (mass_dos * m0 * kB * T / (2 * np.pi * hbar**2))**1.5
v_th = np.sqrt(3 * kB * T / (mass_velocity * m0))
m1 = Nc * np.exp(-trap_depth / VT)   # majority density that half-fills the trap
e_n = sigma * v_th * m1
cox = eps_ox / t_ox
x = np.linspace(0, 4.5e-6, 1801)
h = x[1] - x[0]


def neutral_density(carrier_sign, donor, shallow, traps):
    bulk_occ = 1 if carrier_sign < 0 else 0
    return shallow - carrier_sign * traps * (donor - bulk_occ)


def poisson(carrier_sign, donor, bending, occ=None,
            shallow=shallow_doping, traps=trap_density):
    """Solve Poisson's equation; occ=None means steady trap statistics.
    Returns reduced band bending, electron occupancy, capacitance per area."""
    z = carrier_sign
    mb = neutral_density(z, donor, shallow, traps)
    k = q / (eps * VT)
    width = np.sqrt(2 * eps * bending / (q * mb))
    u = bending / VT * np.clip(1 - x / width, 0, None)**2
    bands = np.zeros((3, len(x) - 2))
    bands[0, 1:] = bands[2, :-1] = 1 / h**2
    converged = False
    for _ in range(200):
        mobile = mb * np.exp(-u)
        if occ is None:
            g = mobile / (mobile + m1)
            f = g if z < 0 else 1 - g
            trap_slope = traps * g * (1 - g)
        else:
            f, trap_slope = occ, np.zeros_like(x)
        charge = z * mobile - z * shallow + traps * (donor - f)
        residual = (u[:-2] - 2*u[1:-1] + u[2:]) / h**2 + z * k * charge[1:-1]
        bands[1] = -2 / h**2 - k * (mobile + trap_slope)[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        u[1:-1] += np.clip(step, -10, 10)
        if np.max(np.abs(step)) < 1e-6:
            converged = True
            break
    assert converged
    # Small-signal response: mobile carriers move, traps stay frozen
    bands[1] = -2 / h**2 - k * mb * np.exp(-u[1:-1])
    rhs = np.zeros(len(x) - 2)
    rhs[0] = -1 / h**2
    response = solve_banded((1, 1), bands, rhs)
    return u, f, eps * (1 - response[0]) / h


def depletion_geometry(N):
    def width(bending):
        return np.sqrt(2 * eps * (bending - VT) / (q * N))
    lam = np.sqrt(2 * eps * VT * (np.log(N / m1) - 1) / (q * N))
    W = width(bend_reverse)
    Wp = width(bend_pulse)
    return W, Wp, lam, Wp - lam, W - lam


def diode_transient(z, donor, electron_emitted, shallow=shallow_doping):
    majority = electron_emitted == (z < 0)
    if majority:
        occ_start = poisson(z, donor, bend_pulse, shallow=shallow)[1]
        occ_end = poisson(z, donor, bend_reverse, shallow=shallow)[1]
    else:
        N = neutral_density(z, donor, shallow, trap_density)
        _, _, _, x1, x2 = depletion_geometry(N)
        occ_end = np.full_like(x, 1.0 if z < 0 else 0.0)
        occ_start = np.where((x > x1) & (x < x2), 1 - occ_end, occ_end)
    C_start = poisson(z, donor, bend_reverse, occ_start, shallow)[2]
    C_end = poisson(z, donor, bend_reverse, occ_end, shallow)[2]
    return C_start, C_end, occ_start, occ_end


def mos_capacitance(z, sheet_number):
    """Capacitance per area at fixed gate bias; sheet_number is signed."""
    frozen = np.zeros_like(x)

    def mismatch(bending):
        u = poisson(z, 0, bending, frozen, traps=0.0)[0]
        size = eps * VT * (u[0] - u[1]) / h + q * shallow_doping * h / 2
        total = -z * size + q * sheet_number
        return bending - z * total / cox - gate_drive

    bending = brentq(mismatch, 1.0, gate_drive, xtol=1e-11)
    c_si = poisson(z, 0, bending, frozen, traps=0.0)[2]
    return 1 / (1 / cox + 1 / c_si)


# MOS closed form for an uncharged interface
a = eps / cox
W_mos = -a + np.sqrt(a**2 + 2*eps*(gate_drive - VT) / (q*shallow_doping))
C_mos = 1 / (1 / cox + W_mos / eps)
mos_relative = C_mos**2 * N_it / (eps * shallow_doping * cox)
assert abs(mos_capacitance(-1, 0.0) / C_mos - 1) < 0.01

# All eight combinations, in the diode and in the MOS capacitor
table = []
for z, host in ((-1, "n"), (1, "p")):
    for donor, kind in ((1, "donor"), (0, "acceptor")):
        N = neutral_density(z, donor, shallow_doping, trap_density)
        W, _, _, x1, x2 = depletion_geometry(N)
        size = trap_density * (x2**2 - x1**2) / (2 * N * W**2)
        for electron_emitted in (True, False):
            majority = electron_emitted == (z < 0)
            sign = 1 if majority else -1
            Ca, Cb, fa, fb = diode_transient(z, donor, electron_emitted)
            assert (np.sum(fb - fa) < 0) == electron_emitted
            assert np.sign(Cb - Ca) == sign
            # 4 %: sharp slab edges and first order in NT/N
            assert abs((Cb - Ca) / Cb / (sign * size) - 1) < 0.04
            f0, f1 = (1, 0) if electron_emitted else (0, 1)
            Ma = mos_capacitance(z, N_it * (donor - f0))
            Mb = mos_capacitance(z, N_it * (donor - f1))
            assert np.sign(Mb - Ma) == sign
            # 3 %: first order in Nit
            assert abs((Mb - Ma) / C_mos / (sign * mos_relative) - 1) < 0.03
            table.append((host, kind, "electron" if electron_emitted else "hole",
                          (Cb - Ca) * area * 1e15, (Mb - Ma) * area * 1e15))

# The n-type acceptor example and its donor-like twins
N = neutral_density(-1, 0, shallow_doping, trap_density)
W, Wp, lam, x1, x2 = depletion_geometry(N)
formula_relative = trap_density * (x2**2 - x1**2) / (2 * N * W**2)
C0, C1, occ0, occ1 = diode_transient(-1, 0, True)
assert abs(C1 / (eps / W) - 1) < 0.01
D0, D1, _, _ = diode_transient(-1, 1, True)
S0, S1, _, _ = diode_transient(-1, 0, True, shallow_doping + trap_density)
assert abs((S1 - S0) / (D1 - D0) - 1) < 1e-4
assert D1 > C1
C_tau = poisson(-1, 0, bend_reverse, occ1 + (occ0 - occ1) / np.e)[2]
remaining = (C1 - C_tau) / (C1 - C0)
assert abs(remaining * np.e - 1) < 0.01

# Two emission channels: integrate the rate equation from full and from empty
rate_n, rate_p, t_end = 3.0, 1.0, 0.4
for start in (1.0, 0.0):
    run = solve_ivp(lambda t, f: -rate_n * f + rate_p * (1 - f), (0, t_end),
                    [start], rtol=1e-9, atol=1e-11)
    final = rate_p / (rate_n + rate_p)
    expected = final + (start - final) * np.exp(-(rate_n + rate_p) * t_end)
    assert abs(run.y[0, -1] - expected) < 1e-7

# Detailed balance with the electron density from the band integral
fermi_depth = 0.30
dos = (2 * mass_dos * m0 / hbar**2)**1.5 / (2 * np.pi**2) * (kB * T)**1.5
n_eq = dos * quad(lambda s: np.sqrt(s) / (1 + np.exp(s + fermi_depth / VT)),
                  0, 60, epsabs=0, epsrel=1e-9)[0]
f_eq = 1 / (1 + np.exp((fermi_depth - trap_depth) / VT))
assert abs(sigma * v_th * n_eq * (1 - f_eq) / f_eq / e_n - 1) < 1e-5

# Barrier lowering of an attractive centre, from the potential itself
field_peak = q * N * W / eps
field_x1 = q * N * (W - x1) / eps
field_x2 = q * N * (W - x2) / eps


def lowering(F):
    return np.sqrt(q * F / (np.pi * eps))


for F in (field_x1, field_x2):
    top = minimize_scalar(lambda r: q / (4*np.pi*eps*r*1e-9) + F * r * 1e-9,
                          bounds=(0.5, 100), method="bounded")
    assert abs(top.fun / lowering(F) - 1) < 1e-6

# Thermal lift by part of the depth, then tunnelling through a triangular barrier
B = 4 * np.sqrt(2 * mass_light * m0) * q**1.5 / (3 * q * hbar * field_x1)
wkb = 2 * quad(lambda s: np.sqrt(2 * mass_light * m0 * q * trap_depth * (1 - s)),
               0, 1)[0] * trap_depth / field_x1 / hbar
assert abs(wkb / (B * trap_depth**1.5) - 1) < 1e-6
tunnel_factor = 1 + quad(lambda e: np.exp(e / VT - B * e**1.5),
                         0, trap_depth)[0] / VT

# Series resistance: parallel-mode reading from the complex admittance
omega = 2 * np.pi * frequency


def meter(C, R):
    return (1 / (R + 1 / (1j * omega * C * area))).imag / omega


def meter_change(R):
    return meter(C1, R) - meter(C0, R)


R_flip = brentq(meter_change, 10, 1e5)
assert abs(R_flip * omega * area * np.sqrt(C0 * C1) - 1) < 1e-5
assert meter_change(series_R) > 0 > meter_change(2 * R_flip)
reading = C1 * area / (1 + (omega * series_R * C1 * area)**2)
assert abs(meter(C1, series_R) / reading - 1) < 1e-10


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", T, "K")
show("Thermal voltage kT/q", VT, "V")
show("Shallow doping", shallow_doping * 1e-6, "cm^-3")
show("Trap density", trap_density * 1e-6, "cm^-3")
show("Trap depth from majority band", trap_depth, "eV")
show("Capture cross-section", sigma * 1e4, "cm^2")
show("Band bending during pulse", bend_pulse, "V")
show("Band bending at reverse bias", bend_reverse, "V")
show("Diode and MOS area", area * 1e6, "mm^2")
show("Neutral density N, n-type acceptor case", N * 1e-6, "cm^-3")
show("Band density Nc", Nc * 1e-6, "cm^-3")
show("Thermal velocity", v_th * 100, "cm/s")
show("Emission rate", e_n, "1/s")
show("Emission time", 1e3 / e_n, "ms")
show("Width W at reverse bias", W * 1e9, "nm")
show("Width during pulse", Wp * 1e9, "nm")
show("Edge distance lambda", lam * 1e9, "nm")
show("Slab start x1", x1 * 1e9, "nm")
show("Slab end x2", x2 * 1e9, "nm")
show("dC/C from slab formula", formula_relative * 100, "%")
show("dC/C from Poisson solver", (C1 - C0) / C1 * 100, "%")
show("dC/C if whole layer counted, NT/2N", 50 * trap_density / N, "%")
show("C start, acceptor", C0 * area * 1e12, "pF", 6)
show("C end, acceptor", C1 * area * 1e12, "pF", 6)
show("C end, donor, same shallow doping", D1 * area * 1e12, "pF", 6)
show("Fraction of transient left after one emission time", remaining, "")
show("Oxide thickness", t_ox * 1e9, "nm")
show("MOS gate drive from flat band", gate_drive, "V")
show("Interface traps", N_it * 1e-4, "cm^-2")
show("MOS capacitance", C_mos * area * 1e12, "pF")
show("MOS dC/C from formula", mos_relative * 100, "%")
print("Host, trap, emitted carrier: dC diode, dC MOS (fF)")
for host, kind, carrier, d_diode, d_mos in table:
    print(f"{host}-type, {kind}, {carrier}: {d_diode:+.1f}, {d_mos:+.1f}")
show("Peak field in diode", field_peak * 1e-8, "MV/cm", 3)
show("Peak field / rough breakdown field", field_peak / breakdown_field, "", 2)
show("MOS oxide field", q*shallow_doping*W_mos/eps_ox*1e-8, "MV/cm", 2)
print(f"Barrier lowering at x1, x2: {lowering(field_x1):.4f}, "
      f"{lowering(field_x2):.4f} eV")
print(f"Its rate factor at x1, x2: {np.exp(lowering(field_x1)/VT):.2f}, "
      f"{np.exp(lowering(field_x2)/VT):.2f}")
show("Tunnelling-assisted rate factor at x1", tunnel_factor, "", 3)
show("Rate factor for the other velocity mass",
     np.sqrt(mass_velocity / mass_dos), "", 3)
show("Minority/majority emission rate, equal sigma",
     np.exp(-(gap - 2 * trap_depth) / VT), "", 2)
show("Neutral dopant fraction", 2*N/Nc*np.exp(dopant_depth/VT), "", 2)
show("Degeneracy measure N/Nc", N / Nc, "", 2)
show("Test frequency", frequency * 1e-6, "MHz")
show("Series resistance that flips the sign", R_flip, "ohm")
print(f"Meter dC at {series_R:.0f} ohm: {meter_change(series_R)*1e15:+.1f} fF")
print(f"Meter dC at twice flip value: {meter_change(2*R_flip)*1e15:+.1f} fF")
print("OK")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 206, in <module>
    assert abs(wkb / (B * trap_depth**1.5) - 1) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The physics and the tunnelling formula were right; the fault was in the numerical integral used to check the tunnelling exponent. Its integrand was a momentum in SI units, about 1e-25, far below the integrator's default absolute error limit, so the integrator stopped after its first coarse estimate and missed the required accuracy near the square-root endpoint. The integral is now taken over the dimensionless barrier shape with a purely relative error limit, and the momentum scale is multiplied in afterwards. The tested quantity and its tolerance of 1e-6 are unchanged, as are all other tests.

Repair:

```diff
@@ -202,6 +202,9 @@
 # Thermal lift by part of the depth, then tunnelling through a triangular barrier
 B = 4 * np.sqrt(2 * mass_light * m0) * q**1.5 / (3 * q * hbar * field_x1)
-wkb = 2 * quad(lambda s: np.sqrt(2 * mass_light * m0 * q * trap_depth * (1 - s)),
-               0, 1)[0] * trap_depth / field_x1 / hbar
+# Dimensionless barrier shape, so that the integrator's error limit is meaningful
+shape = quad(lambda s: np.sqrt(1 - s), 0, 1, epsabs=0, epsrel=1e-10)[0]
+momentum = np.sqrt(2 * mass_light * m0 * q * trap_depth)
+barrier_length = trap_depth / field_x1
+wkb = 2 * shape * momentum * barrier_length / hbar
 assert abs(wkb / (B * trap_depth**1.5) - 1) < 1e-6
 tunnel_factor = 1 + quad(lambda e: np.exp(e / VT - B * e**1.5),
```

After the repair:

```
Temperature: 220 K
Thermal voltage kT/q: 0.01896 V
Shallow doping: 1e+15 cm^-3
Trap density: 1e+13 cm^-3
Trap depth from majority band: 0.42 eV
Capture cross-section: 2e-15 cm^2
Band bending during pulse: 0.9 V
Band bending at reverse bias: 5.9 V
Diode and MOS area: 1 mm^2
Neutral density N, n-type acceptor case: 9.9e+14 cm^-3
Band density Nc: 1.769e+19 cm^-3
Thermal velocity: 1.961e+07 cm/s
Emission rate: 165.9 1/s
Emission time: 6.027 ms
Width W at reverse bias: 2772 nm
Width during pulse: 1073 nm
Edge distance lambda: 530.5 nm
Slab start x1: 542.3 nm
Slab end x2: 2241 nm
dC/C from slab formula: 0.3109 %
dC/C from Poisson solver: 0.3093 %
dC/C if whole layer counted, NT/2N: 0.5051 %
C start, acceptor: 37.3837 pF
C end, acceptor: 37.4997 pF
C end, donor, same shallow doping: 37.6874 pF
Fraction of transient left after one emission time: 0.369
Oxide thickness: 50 nm
MOS gate drive from flat band: 3 V
Interface traps: 1e+10 cm^-2
MOS capacitance: 52.61 pF
MOS dC/C from formula: 0.3868 %
Host, trap, emitted carrier: dC diode, dC MOS (fF)
n-type, donor, electron: +115.4, +204.7
n-type, donor, hole: -116.0, -204.7
n-type, acceptor, electron: +116.0, +202.3
n-type, acceptor, hole: -116.8, -202.3
p-type, donor, electron: -116.8, -202.3
p-type, donor, hole: +116.0, +202.3
p-type, acceptor, electron: -116.0, -204.7
p-type, acceptor, hole: +115.4, +204.7
Peak field in diode: 0.0424 MV/cm
Peak field / rough breakdown field: 0.14
MOS oxide field: 0.084 MV/cm
Barrier lowering at x1, x2: 0.0410, 0.0200 eV
Its rate factor at x1, x2: 8.69, 2.87
Tunnelling-assisted rate factor at x1: 1.81
Rate factor for the other velocity mass: 0.491
Minority/majority emission rate, equal sigma: 1.3e-07
Neutral dopant fraction: 0.0012
Degeneracy measure N/Nc: 5.6e-05
Test frequency: 1 MHz
Series resistance that flips the sign: 4251 ohm
Meter dC at 50 ohm: +115.9 fF
Meter dC at twice flip value: -13.9 fF
OK
```
